# Kernel truncation in partially coherent imaging: error bound and first correction

## The decision: how many kernels to keep

A mask-correction calculation evaluates the aerial image of a layout many times. Each evaluation can be written as a sum of coherent images, one per kernel, and its cost grows with the number \(K\) of kernels kept. Choosing \(K\) requires a statement about the discarded part that holds for every mask the correction may try. For a periodic thin mask the discarded intensity is never negative and never exceeds the largest omitted eigenvalue of a matrix that depends on the optics and the period, but not on the pattern.

## Model and conventions

The mask has period \(p\) along \(x\) and is uniform along \(y\). Its complex transmission \(t(x)\) satisfies \(|t|\le1\). "Thin" means that \(t\) does not depend on the direction of illumination. Its Fourier coefficients are

\[
a_m=\frac1p\int_0^p t(x)e^{-2\pi i m x/p}\,dx .
\]

Pupil coordinates are measured in units of \(\mathrm{NA}/\Lambda\), where \(\Lambda\) is the wavelength, so the pupil is a disk of radius 1 and neighbouring diffraction orders are separated by

\[
q=\frac{\Lambda}{\mathrm{NA}\,p}.
\]

The source consists of mutually incoherent points \(\mathbf s\) with weights \(J(\mathbf s)\ge0\) that sum to 1. Angle brackets denote the average with these weights. The pupil function \(P\) has modulus 1 inside the disk and is zero outside; its phase may contain defocus. With \(F_m(\mathbf s)=P(\mathbf s+mq\hat{\mathbf x})\), one source point produces the field \(\sum_mF_ma_me^{2\pi imx/p}\). Incoherent points add in intensity:

\[
I(x)=\Big\langle\Big|\sum_m F_m b_m(x)\Big|^2\Big\rangle,
\qquad b_m(x)=a_me^{2\pi imx/p}.
\]

A clear mask has \(a_0=1\) and no other order. If the whole source lies inside the pupil, its intensity is 1, which is the unit used below. The sum runs over the \(N\) orders that at least one source point can send through the pupil.

## From source points to kernels

Expanding the square gives

\[
I=\sum_{m,n}T_{mn}b_mb_n^*,\qquad T_{mn}=\langle F_mF_n^*\rangle .
\]

The matrix \(T\) is Hermitian, since \(T_{nm}^*=T_{mn}\). It is also positive semidefinite: for any vector \(c\),

\[
\sum_{m,n}c_m^*T_{mn}c_n=\Big\langle\Big|\sum_m c_m^*F_m\Big|^2\Big\rangle\ge0 .
\]

It therefore has orthonormal eigenvectors \(\phi_k\) and eigenvalues \(\lambda_1\ge\lambda_2\ge\dots\ge0\), with \(T_{mn}=\sum_k\lambda_k\phi_{k,m}\phi_{k,n}^*\). Inserting this in \(I\) separates the double sum into a product of conjugate factors:

\[
I(x)=\sum_{k=1}^{N}\lambda_k|c_k(x)|^2,\qquad
c_k(x)=\sum_m\phi_{k,m}b_m(x).
\]

Each \(c_k\) is a coherent image formed with the filter \(\phi_k\). The truncated image \(I_K\) keeps the first \(K\) terms.

## The bound

The loss is

\[
D_K(x)=I-I_K=\sum_{k>K}\lambda_k|c_k(x)|^2\ge0 .
\]

Every eigenvalue in this sum is at most \(\lambda_{K+1}\), so \(D_K\le\lambda_{K+1}\sum_{k>K}|c_k|^2\). The eigenvectors form a complete orthonormal set, and so do their complex conjugates. Hence

\[
\sum_{k=1}^N|c_k(x)|^2=\sum_m|b_m(x)|^2=\sum_m|a_m|^2\equiv E,
\]

because the phase factor in \(b_m\) has modulus 1. Parseval's relation over all orders gives \(\sum|a_m|^2=p^{-1}\int|t|^2dx\le1\), and \(E\) contains only some of these terms, so \(E\le1\). Therefore

\[
0\le D_K(x)\le\lambda_{K+1}\Big(E-\sum_{k\le K}|c_k(x)|^2\Big)\le\lambda_{K+1}E\le\lambda_{K+1}.
\]

The truncated image therefore never exceeds the full image, though the two may be equal at some points. The first upper bound shows when the last is pessimistic: at a point where the kept kernels already carry most of \(E\), little is left for the omitted ones.

If an iterative eigenvalue solver has supplied only \(K\) eigenvalues, \(\lambda_{K+1}\) can still be bounded. All eigenvalues are non-negative and their sum is the trace, so

\[
\lambda_{K+1}\le \operatorname{tr}T-\sum_{k\le K}\lambda_k .
\]

The trace needs no diagonalization: \(T_{mm}=\langle|F_m|^2\rangle\) is the fraction of the source that order \(m\) transmits. For a uniform disk source it is the area shared by two circles, divided by the source area.

## The first correction and its remainder

Separating the first omitted kernel gives

\[
I=I_K+\lambda_{K+1}|c_{K+1}|^2+D_{K+1},\qquad
0\le D_{K+1}\le\lambda_{K+2}E .
\]

The second term is the first correction to the truncated image. The remainder obeys the same bound with the index raised by one. Where \(c_{K+1}\ne0\), the ratio of remainder to correction satisfies

\[
\frac{D_{K+1}}{\lambda_{K+1}|c_{K+1}|^2}\le
\frac{\lambda_{K+2}}{\lambda_{K+1}}\,\frac{E}{|c_{K+1}|^2}.
\]

The correction is thus guaranteed to dominate when two conditions hold: a large drop between consecutive eigenvalues, and a mask that excites kernel \(K+1\) appreciably at the point considered. Without the drop, the next kernel may matter just as much.

## What truncation does to a printed width

Let an opening print where \(I\ge\theta\). Since \(I_K\le I\le I_K+\lambda_{K+1}\), the bright regions are nested:

\[
\{I\ge\theta+\lambda_{K+1}\}\subset\{I_K\ge\theta\}\subset\{I\ge\theta\}.
\]

If the centre of the opening belongs to all three sets, the connected regions around it are nested too, and their widths obey \(w(\theta+\lambda_{K+1})\le w_K(\theta)\le w(\theta)\). At fixed threshold, truncation can narrow a bright opening but never widen it. When only the truncated image is available, the same inequalities give \(w_K(\theta)\le w(\theta)\le w_K(\theta-\lambda_{K+1})\).

The leading shift follows by linearizing at an edge \(x_e\), where \(I(x_e)=\theta\). The truncated edge lies at \(x_e+\delta\), with

\[
\theta=I_K(x_e+\delta)\approx\theta+I'(x_e)\delta-D_K(x_e)
\quad\Rightarrow\quad \delta\approx\frac{D_K(x_e)}{I'(x_e)} .
\]

Terms of order \(\delta^2\) and \(D_K'\delta\) have been dropped. At the left edge \(I'>0\) and the edge moves right; at the right edge \(I'<0\) and it moves left. Both moves are inward, so

\[
w-w_K\approx\frac{D_K(x_L)}{|I'(x_L)|}+\frac{D_K(x_R)}{|I'(x_R)|}.
\]

## Worked example

Take \(\Lambda=193\) nm, \(\mathrm{NA}=0.75\), a uniform disk source of radius \(\sigma=0.4\), and 100 nm of defocus. The mask period is 1000 nm. Openings of width 160 nm and 300 nm, centred at \(-220\) nm and \(180\) nm, have \(t=1\). The background has \(t=-\sqrt{0.06}=-0.245\), which is an attenuated phase-shift mask. Then

\[
q=\frac{193}{0.75\times1000}=0.257,\qquad \frac{1+\sigma}{q}=5.4,
\]

so the orders \(-5,\dots,5\) can pass and \(N=11\). The openings cover 0.46 of the period, giving a mean \(|t|^2\) of \(0.46+0.54\times0.06=0.492\). The orders that can pass carry \(E=0.440\) of this.

The losses below are the largest on a 2.5 nm grid. They compare the truncated image with an image summed directly over source points.

| \(K\) | \(\lambda_{K+1}\) | \(\lambda_{K+1}E\) | largest loss |
|---|---|---|---|
| 1 | 0.687 | 0.303 | 0.0472 |
| 3 | 0.107 | 0.0472 | 0.0105 |
| 5 | 0.0360 | 0.0158 | 0.0023 |
| 6 | 0.0298 | 0.0131 | 0.0015 |
| 7 | 0.0038 | 0.0017 | 0.00078 |
| 8 | 0.00006 | 0.00003 | 0.00002 |

Suppose the guaranteed loss for any allowed mask must be at most 0.05 of the clear field. Then \(K=5\) is the smallest choice that the eigenvalue bound certifies, since \(\lambda_5=0.057\) and \(\lambda_6=0.036\). The bound is sufficient but not necessary, so a sharper one might also admit \(K=4\). For this particular mask the largest loss is 0.0023, about one seventh of \(\lambda_6E\). The trace is 7.597 and the five kept eigenvalues sum to 7.527, so the trace bound on \(\lambda_6\) is 0.070, about twice its value. Refining the source mesh from 60 to 120 points across its diameter changes \(\lambda_6\) by \(-0.00008\); a finer mesh raises \(\lambda_5\) by about 0.0005. With the mesh refined to convergence, the tabulated eigenvalues change by less than 0.001, the tabulated losses by less than 0.0002 and the trace by 0.003.

The first correction at \(K=5\) reduces the largest loss only from 0.0023 to 0.0015. The eigenvalues \(\lambda_6=0.036\) and \(\lambda_7=0.030\) are close, so the condition for a dominant correction is not met. At \(K=7\) the next two eigenvalues are 0.0038 and 0.00006, and the correction reduces the largest loss from 0.00078 to 0.00002.

The drop after \(\lambda_7\) can be traced to the pupil. Orders with \(|m|\le2\) satisfy \(|m|q+\sigma\le0.915<1\), so every source point sends them through. In focus \(P=1\) inside the pupil, and these five orders have identical \(F_m(\mathbf s)=1\). Five equal rows of \(T\) contribute at most one to its rank, so the rank is at most \(11-4=7\) and \(\lambda_8=0\). The value \(\lambda_8=0.0038\) is therefore entirely due to defocus.

For the 160 nm opening at \(\theta=0.30\), the full image gives \(w=141.8\) nm and five kernels give \(w_5=141.7\) nm; the unrounded difference is 0.17 nm. The guaranteed lower limit is \(w(\theta+\lambda_6)=134.9\) nm. These numbers also give the average sensitivity of the width to the threshold over this interval:

\[
S=\frac{141.825-134.901}{0.0360}\approx1.9\times10^2\ \text{nm per unit clear field}.
\]

In the linear estimate, \(S\) stands for the sum of the two inverse slopes. The width error then corresponds to a slope-weighted loss of \(0.17/190\approx0.0009\) at the edges, which is below the largest loss anywhere in the period.

## How much of the bound can be reached

The bound must cover every mask with \(|t|\le1\), so one adverse mask shows how far it could be lowered. Define

\[
g(x)=\sum_m\phi_{K+1,m}^*e^{2\pi imx/p},\qquad t(x)=\frac{g(x)}{|g(x)|},
\]

with \(t=1\) wherever \(g=0\). This is a pure phase mask. At \(x=0\), \(b_m=a_m\), and

\[
c_{K+1}(0)=\sum_m\phi_{K+1,m}a_m
=\frac1p\int_0^p t\,g^*\,dx=\frac1p\int_0^p|g|\,dx .
\]

The other omitted terms are non-negative, so \(D_K(0)\ge\lambda_{K+1}\big(p^{-1}\int|g|dx\big)^2\). In the example with \(K=5\) the squared mean is 0.759, and the largest loss found for this mask is \(0.761\lambda_6\). No bound valid for all complex masks can therefore lie below about three quarters of \(\lambda_6\) here. This mask is not the worst case: a phase mask optimized over all omitted kernels together reaches \(0.79\lambda_6\). Other masks can stay much lower: among 40 random complex masks, each made of 40 equal cells, the largest loss found was \(0.16\lambda_6\), and the bound held for every \(K\).

## Long-period limit

At fixed \(K\) the bound weakens in the long-period limit, but not steadily: in the example \(\lambda_6\) is 0.036 at a period of 1000 nm and 0.023 at 1050 nm. Let the source have a bounded density within radius \(\sigma\), as the uniform disk does, and define the kernel \(T(f,f')=\langle P(\mathbf s+f\hat{\mathbf x})P^*(\mathbf s+f'\hat{\mathbf x})\rangle\) on the interval \(|f|\le1+\sigma\), with operator eigenvalues \(\mu_k\). This kernel is continuous, because a small shift of the pupil changes the overlap integral only slightly.

Replace \(T(f,f')\) by its value \(T_{mn}\) on each square cell of side \(q\) centred at \((mq,nq)\). A function equal to \(v_n\) on cell \(n\) is then mapped to the function with cell values \(q\sum_nT_{mn}v_n\). The nonzero eigenvalues of the stepwise kernel are thus \(q\lambda_k\). As \(q\to0\) the stepwise kernel approaches the continuous one uniformly. By Weyl's inequality no eigenvalue differs by more than the norm of the difference of the two operators, which tends to zero. Hence

\[
\lambda_k=\frac{\mu_k+o(1)}{q}=\frac{\mathrm{NA}\,p}{\Lambda}\,\big[\mu_k+o(1)\big].
\]

Two consequences follow. The operator eigenvalues \(\mu_k\) cannot replace \(\lambda_k\) in the bound, since they lack the factor \(1/q\). And for \(\mu_{K+1}>0\) the bound eventually exceeds any fixed tolerance unless \(K\) grows with \(p\).

For periods of 1000, 2000 and 4000 nm, \(\lambda_1\) is 6.49, 13.01 and 26.01, which doubles closely. Over the same periods \(\lambda_6\) is 0.036, 0.051 and 0.096. Its growth factors are 1.4 and 1.9, and a further doubling to 8000 nm gives 0.18, again a factor of 1.9, so they have not yet settled at 2. This is compatible with the limit, because the \(o(1)\) term is compared with a much smaller \(\mu_6\).

A mask should also be described by its smallest period. In a cell of length \(2p\) the old orders become the even orders, so the old matrix is a sub-block of the new one. The eigenvalue \(\lambda_k\) is the maximum, over \(k\)-dimensional subspaces, of the smallest value of \(v^\dagger Tv\) on unit vectors. Enlarging the space cannot lower that maximum, so the doubled description never improves the bound.

## Nearly coherent limit

A small source gives a second limit, in which one kernel suffices at leading order. Let \(\sigma\) be so small that the orders \(|m|\le M\) pass for every source point and all others are blocked. Then \(N=2M+1\) and \(\operatorname{tr}T=N\). For small pupil angles, defocus \(d\) gives the phase \(-\beta\rho^2\) with \(\beta=\pi d\,\mathrm{NA}^2/\Lambda\), apart from a constant. Moving the source point from the axis to \(\mathbf s\) changes the phase of order \(m\) by

\[
\Delta_m=-\beta(2mqs_x+|\mathbf s|^2).
\]

The largest eigenvalue is at least \(u^\dagger Tu\) for any unit vector \(u\). Choosing \(u_m=F_m(0)/\sqrt N\) gives

\[
\lambda_1\ge N\Big\langle\Big|\frac1N\sum_me^{i\Delta_m}\Big|^2\Big\rangle
\ge N\big\langle1-\operatorname{Var}_m\Delta_m\big\rangle .
\]

The second step writes the squared modulus as the mean of \(\cos(\Delta_m-\Delta_n)\) over all pairs and uses \(\cos z\ge1-z^2/2\); the mean of \((\Delta_m-\Delta_n)^2/2\) is the variance over orders. The term \(|\mathbf s|^2\) is common to all orders and drops out. With \(\langle s_x^2\rangle=\sigma^2/4\) for a uniform disk and a mean \(m^2\) of \(M(M+1)/3\),

\[
\lambda_2\le\sum_{k\ge2}\lambda_k=N-\lambda_1\le
N\beta^2q^2\sigma^2\,\frac{M(M+1)}{3}.
\]

The loss with one kernel is thus at most of order \(\sigma^2\), and it vanishes in focus. The prefactor holds for small pupil angles only: at \(\mathrm{NA}=0.75\), with the period and defocus of the example and \(\sigma=0.02\), the exact defocus phase makes the sum of the omitted eigenvalues about 40% larger than this limit. The worked example lies outside this regime: its third orders sit at \(3q=0.77\), and a source of radius 0.4 carries them across the pupil edge.

## Operations that break or preserve the guarantee

Deleting diffraction orders is different from deleting kernels. Splitting \(b\) into kept and deleted orders leaves cross terms in the intensity, and these can have either sign. Keeping only \(|m|\le2\) in the example gives errors \(I-I_{\text{kept}}\) from \(-0.19\) to \(0.51\).

Rescaling the truncated image to a clear field of 1 also removes the guaranteed sign. If \(C\) is the clear-field intensity from \(K\) kernels, the new error is

\[
I-\frac{I_K}{C}=D_K-I_K\Big(\frac1C-1\Big),
\]

and the subtracted term can exceed \(D_K\). With \(K=5\), \(C=0.9993\) and the error runs from \(-0.0004\) to \(0.0018\). Its largest magnitude is smaller than before, but the nesting of bright regions is no longer guaranteed.

Blurring by a non-negative kernel of unit area preserves both sides of the bound, because it replaces \(D_K(x)\) by a weighted average of its values. Vector imaging preserves it as well. Each Cartesian field component, for each of two incident polarizations, contributes a positive semidefinite matrix, and half their sum replaces \(T\). Its eigenvalues are different: for a resist of index 1.7 and a pupil of unit modulus, with no obliquity factor or interface transmission, \(\lambda_6\) rises from 0.036 to 0.053 (0.054 on a finer source mesh), so the bound no longer guarantees the tolerance of 0.05 with \(K=5\).

## Beside a real exposure tool

The parameters are rough values for a dry argon-fluoride scanner with a 6% attenuated mask; immersion tools reach higher apertures, and the source can be given other shapes. Real masks are not thin. Representing edge effects by narrowing each opening by an assumed 5 nm at wafer scale on each side, and giving the strips the background transmission, changes the image by up to 0.080 of the clear field. The vector field in a resist of index 1.7, without interface transmission and without the obliquity factor of the lens, changes it by up to 0.030. This figure depends on those omissions: the air-side obliquity factor of a 4× lens alone raises it to 0.065, and interface transmission, which falls with angle, acts in the opposite direction. Acid diffusion, taken as a Gaussian blur of standard deviation 15 nm, changes the image by up to 0.038. A substrate reflectance \(R=0.005\) adds a standing wave: the interference term in \(|1+\sqrt R\,e^{i\varphi}|^2\) is \(\pm2\sqrt R=\pm0.14\) relative to the incident intensity. Each of these estimates exceeds the actual five-kernel loss of 0.0023 by more than a factor of ten. For this mask and these settings, further kernels would improve agreement with the scalar thin-mask model, while accuracy for a real exposure would depend first on the omitted physics. The remaining values are in the numerical output.

## Table of computed values

```
wavelength 193 nm, NA 0.75, source sigma 0.4
period 1000 nm, defocus 100 nm
opening: centre -220 nm, width 160 nm
opening: centre 180 nm, width 300 nm
background amplitude -0.2449
order spacing q 0.2573 (pupil radius = 1)
orders that can pass 11, highest 5
mean |t|^2 0.4924, collected energy E 0.4404
trace of T 7.5969, from circle areas 7.6003
K, lam_(K+1), lam_(K+1)*E, largest loss, smallest loss:
 0 6.486969 2.856775 1.325092 0.026097
 1 0.687489 0.302761 0.047164 0.004300
 2 0.188363 0.082952 0.024841 0.000986
 3 0.107282 0.047246 0.010502 0.000843
 4 0.057206 0.025193 0.004699 0.000677
 5 0.035957 0.015835 0.002277 0.000232
 6 0.029797 0.013122 0.001532 0.000119
 7 0.003766 0.001659 0.000778 0.000002
 8 0.000059 0.000026 0.000018 0.000000
 9 0.000000 0.000000 0.000000 0.000000
10 0.000000 0.000000 0.000000 0.000000
tolerance 0.05, chosen K 5
a priori bound trace/(K+1) 1.2661
source mesh 60 to 120: shift of lam_(K+1) -0.000080
random masks: largest loss/lam_(K+1) 0.1593
adverse mask: largest loss/lam_(K+1) 0.7605
adverse mask: guaranteed ratio 0.7592
image maximum 1.3251, minimum 0.0261
width at threshold 0.30, all kernels 141.825 nm
width at threshold, K kernels 141.657 nm
lower bracket of width 134.901 nm
orders |m|>2 deleted: error -0.1892 to 0.5074
clear field from K kernels 0.999337
rescaled image: error -0.000359 to 0.001811
period 1000 nm: lam_1 6.4870, lam_(K+1) 0.0360
period 2000 nm: lam_1 13.0140, lam_(K+1) 0.0508
period 4000 nm: lam_1 26.0142, lam_(K+1) 0.0961
vector field, resist index 1.7: change 0.0295
vector lam_(K+1) 0.0533
edge strip 5 nm: change 0.0799
diffusion length 15 nm: change 0.0380
reflectance 0.005: standing wave +/-0.1414 relative
```
